# Exciton lines at a dipole-forbidden band edge, derived two ways

A calculation of optical spectra near a gap has to settle two things. May the interband momentum elements be frozen at their band-edge values? Which exciton level belongs to the first absorption line? If the band-edge element vanishes by symmetry, freezing it removes the spectrum altogether, and the lowest exciton is not the first line. For the model below, the bound part of the absorption is

$$
\varepsilon_2(\omega)=\frac{8\pi e^2\hbar^2|\mathbf q|^2}{3m^2\omega^2a^5}\sum_{n\ge2}\frac{n^2-1}{n^5}\,\delta(\hbar\omega-E_n),\qquad E_n=E_g-\frac{Ry}{n^2}. \tag{1}
$$

Here $a=\hbar^2\varepsilon_b/(\mu e^2)$ and $Ry=\mu e^4/(2\hbar^2\varepsilon_b^2)$ are the exciton Bohr radius and Rydberg, $\mu$ is the reduced mass, $\varepsilon_b$ the static screening constant and $m$ the free-electron mass. The vector $\mathbf q$ is defined in (3). Units are Gaussian, and the electron charge is $-e$.

## From the crystal to the envelope gradient

**Absorption.** A field $\hat{\mathbf e}E_0\cos\omega t$ couples through $(e/mc)\mathbf A\cdot\mathbf P$, where $\mathbf A$ has amplitude $cE_0/\omega$. The part that absorbs a photon has strength $eE_0/(2m\omega)$. The golden-rule rate times $\hbar\omega/V$ must equal the absorbed power density $\omega\varepsilon_2E_0^2/(8\pi)$:

$$
\frac{\omega\varepsilon_2E_0^2}{8\pi}=\frac{\hbar\omega}{V}\,\frac{2\pi}{\hbar}\,\frac{e^2E_0^2}{4m^2\omega^2}\sum_X|M_X|^2\delta(E_X-\hbar\omega),
$$

with $M_X=\langle X|\hat{\mathbf e}\cdot\mathbf P|0\rangle$. Hence

$$
\varepsilon_2=\frac{4\pi^2e^2}{m^2\omega^2V}\sum_X|M_X|^2\delta(E_X-\hbar\omega). \tag{2}
$$

Local fields are neglected.

**Matrix element near the edge.** Let the crystal have inversion symmetry, a local potential and no spin-orbit coupling. The gap lies at $\mathbf k=0$ between bands $c$ and $v$ that are non-degenerate apart from spin and have equal parity. Since $\mathbf p$ is odd, $\mathbf p_{cv}(0)=0$. The perturbation $\hbar\mathbf k\cdot\mathbf p/m$ changes the periodic functions to

$$
u_{b\mathbf k}=u_b+\frac{\hbar}{m}\sum_{l\ne b}\frac{\mathbf k\cdot\mathbf p_{lb}}{E_b-E_l}u_l,\qquad b=c,v.
$$

Between Bloch states the momentum element is $\langle u_{c\mathbf k}|\mathbf p+\hbar\mathbf k|u_{v\mathbf k}\rangle$, and orthogonality removes $\hbar\mathbf k$. To first order,

$$
\hat{\mathbf e}\cdot\mathbf p_{cv}(\mathbf k)=\hbar\,\mathbf q\cdot\mathbf k,\qquad q_j=\sum_i\hat e_iT_{ij}, \tag{3}
$$

$$
T_{ij}=\frac1m\sum_{l\ne c,v}\left[\frac{p^j_{cl}\,p^i_{lv}}{E_c-E_l}+\frac{p^i_{cl}\,p^j_{lv}}{E_v-E_l}\right].
$$

The first term comes from the change of the conduction state, the second from that of the valence state. The vector $\mathbf q$ is dimensionless and is assumed nonzero.

Beyond first order, inversion relates $u_{b,-\mathbf k}(\mathbf r)$ to $u_{b\mathbf k}(-\mathbf r)$ with the parity sign of the band. The two signs cancel for equal parities, so $\mathbf p_{cv}(-\mathbf k)=-\mathbf p_{cv}(\mathbf k)$ when the phases are chosen smoothly and consistently with inversion.

**Exciton.** Light creates the spin singlet with zero total momentum,

$$
|X\rangle=\frac1{\sqrt2}\sum_{\mathbf k\sigma}A_{\mathbf k}\,c^\dagger_{c\mathbf k\sigma}c_{v\mathbf k\sigma}|0\rangle,\qquad \sum_{\mathbf k}|A_{\mathbf k}|^2=1.
$$

Two spin terms times $1/\sqrt2$ give $M_X=\sqrt2\sum_{\mathbf k}A^*_{\mathbf k}\,\hat{\mathbf e}\cdot\mathbf p_{cv}(\mathbf k)$. The envelope $F(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ is normalized to one. For isotropic parabolic bands with static screening and no electron-hole exchange, it obeys

$$
\left[-\frac{\hbar^2\nabla^2}{2\mu}-\frac{e^2}{\varepsilon_br}\right]F=(E-E_g)F. \tag{4}
$$

Differentiation gives $\nabla F^*(0)=V^{-1/2}\sum_{\mathbf k}(-i\mathbf k)A^*_{\mathbf k}$, so $\sum_{\mathbf k}\mathbf kA^*_{\mathbf k}=i\sqrt V\,\nabla F^*(0)$ and

$$
M_X=i\sqrt{2V}\,\hbar\,\mathbf q\cdot\nabla F^*(0),\qquad \frac{|M_X|^2}{V}=2\hbar^2|\mathbf q\cdot\nabla F^*(0)|^2. \tag{5}
$$

An $s$ envelope has a cusp at the origin, where its gradient has no value. The sum over $\mathbf k$ decides: $A_{\mathbf k}$ is even, the matrix element is odd, and the terms at $\pm\mathbf k$ cancel. This makes every $s$ exciton dark in the dipole approximation, including $n=1$.

For a $p$ envelope the sum converges. At large $k$, (4) reads $k^2A_{\mathbf k}\propto\sum_{\mathbf k'}A_{\mathbf k'}/|\mathbf k-\mathbf k'|^2$. The even term of order $k^{-2}$ in the expansion of the kernel drops out, the next one is proportional to $\mathbf k\cdot\mathbf k'/k^4$, and so $A_{\mathbf k}\sim k^{-5}$. The integrand $k\cdot k^{-5}\cdot k^2=k^{-2}$ is integrable. The convergence is slow: the share of $M_X$ from beyond a cutoff $K\gg1/a$ is about $0.85/(Ka)$, nearly the same for $n=2$ to $10$. The linear form (3) is thus needed out to wave vectors far larger than $1/a$.

**Radial form.** Measure lengths in $a$ and energies from $E_g$ in $Ry$. With $F=(u/r)Y_{lm}$,

$$
H_lu\equiv-u''+\left[\frac{l(l+1)}{r^2}-\frac2r\right]u=\epsilon u,\qquad \int_0^\infty u^2dr=1. \tag{6}
$$

Near the origin $u/r\propto r^l$, so a linear term with an angular dependence requires $l=1$. Write $u_{n1}\to C_nr^2$. The three real $p$ envelopes start as $\sqrt{3/4\pi}\,C_nx_j$. Restoring $a$ and summing over the three,

$$
\sum_m|\mathbf q\cdot\nabla F^*_{n1m}(0)|^2=\frac{3}{4\pi}\frac{C_n^2}{a^5}|\mathbf q|^2. \tag{7}
$$

Inserting (5) and (7) in (2) gives the prefactor $4\pi^2\cdot2\cdot3/(4\pi)=6\pi$:

$$
\varepsilon_2=\frac{6\pi e^2\hbar^2|\mathbf q|^2}{m^2\omega^2a^5}\sum_nC_n^2\,\delta(\hbar\omega-E_n). \tag{8}
$$

Equation (1) therefore amounts to $C_n^2=4(n^2-1)/(9n^5)$, which is now derived twice.

## First derivation: raising the s states

**Levels.** Insert $u=r^{l+1}e^{-r/\kappa}\sum_ja_jr^j$ with $\epsilon=-1/\kappa^2$ in (6). Equal powers of $r$ give

$$
a_{j+1}\big[(j+l+2)(j+l+1)-l(l+1)\big]=2a_j\left[\frac{j+l+1}{\kappa}-1\right].
$$

A series that does not end grows as $e^{2r/\kappa}$. It ends at $j=n_r$ if $\kappa=n_r+l+1$, so $\epsilon=-1/(n_r+l+1)^2$, for real $l\ge0$ as well.

**Slope of the s states.** Since the energy is stationary under changes of the normalized $u$, its derivative with respect to $l$ at fixed $n_r$ is the mean of $\partial H_l/\partial l$:

$$
\frac{2}{(n_r+l+1)^3}=(2l+1)\langle r^{-2}\rangle,\qquad\text{so}\qquad \langle r^{-2}\rangle_{n0}=\frac2{n^3}.
$$

Multiply $u''=(1/n^2-2/r)u$, the equation for $l=0$, by $2u'$ and integrate from $0$ to $\infty$. The left side is $-u'(0)^2$. On the right, integration by parts leaves $-\int(2/r^2)u^2dr$, because $u^2/r$ vanishes at both ends. Hence

$$
c^2\equiv u_{n0}'(0)^2=2\langle r^{-2}\rangle=\frac4{n^3}. \tag{9}
$$

**Raising operator.** Let $B=d/dr-w$ with $w=1/r-1$, so $B^\dagger=-d/dr-w$. Then

$$
B^\dagger B=-\frac{d^2}{dr^2}+w'+w^2=H_0+1,\qquad BB^\dagger=-\frac{d^2}{dr^2}-w'+w^2=H_1+1,
$$

because $w^2=1/r^2-2/r+1$ and $w'=-1/r^2$. It follows that $H_1B=BH_0$: $B$ turns an $s$ solution into a $p$ solution of the same energy. Its squared norm is

$$
\|Bu_{n0}\|^2=\langle u_{n0}|H_0+1|u_{n0}\rangle=1-\frac1{n^2}. \tag{10}
$$

The boundary term $u_{n0}\,Bu_{n0}$ vanishes at the origin, as the series below confirms. For $n=1$ the norm is zero, and there is no $p$ partner.

**Behaviour at the origin.** Put $u_{n0}=c(r+br^2+dr^3+\dots)$ in the equation for $l=0$. Order $r^0$ gives $2b=-2$, so $b=-1$. Order $r$ gives $6d=1/n^2-2b$, so $d=1/3+1/(6n^2)$. Then

$$
\begin{aligned}
Bu_{n0}&=u_{n0}'-\frac{u_{n0}}r+u_{n0}\\
&=c\big[(1-2r+3dr^2)-(1-r+dr^2)+(r-r^2)+\dots\big]\\
&=c(2d-1)r^2+\dots=-\frac c3\left(1-\frac1{n^2}\right)r^2+\dots
\end{aligned}
$$

Dividing the squared coefficient by the squared norm (10) and using (9),

$$
C_n^2=\frac{c^2}9\left(1-\frac1{n^2}\right)=\frac{4(n^2-1)}{9n^5}. \tag{11}
$$

## Second derivation: poles of the response

Line strengths can also be read from the response at an arbitrary energy, without normalizing any bound state. Consider the solution of $(H_1-\epsilon)g(r,r')=\delta(r-r')$ that is regular at the origin and decays at infinity. Expanded in eigenstates, it behaves near a bound level as

$$
g(r,r')\simeq\frac{u_{n1}(r)u_{n1}(r')}{\epsilon_n-\epsilon}. \tag{12}
$$

At small $r$ and $r'$ the residue is $C_n^2r^2r'^2$.

**Construction of g.** Let $u_<$ be the regular solution with $u_<\to r^2$, and $u_>$ the decaying one with $u_>\to A/r$. The slope of $g$ must drop by one at $r=r'$. For $r>r'$ this gives $g=u_<(r')u_>(r)/W$ with $W=u_<'u_>-u_<u_>'$, which does not depend on $r$. At the origin $W=2A+A=3A$.

**Decaying solution.** Set $\epsilon=-1/\kappa^2$, $z=2r/\kappa$ and $u_>=r^2e^{-z/2}f(z)$. Equation (6) with $l=1$ becomes

$$
zf''+(4-z)f'-(2-\kappa)f=0. \tag{13}
$$

For $0<\kappa<2$ a solution is

$$
f=\int_0^\infty e^{-zt}\,t^{1-\kappa}(1+t)^{1+\kappa}\,dt. \tag{14}
$$

Inserted in (13), it produces under the integral the factor $zt(1+t)-4t-(2-\kappa)$. The resulting integrand is the derivative of $-e^{-zt}t^{2-\kappa}(1+t)^{2+\kappa}$, which vanishes at both limits.

**Continuation and poles.** To go beyond $\kappa=2$, let $h_j(z)$ be the Taylor coefficients of $h(t)=e^{-zt}(1+t)^{1+\kappa}$ at $t=0$. Split (14) at $t=1$:

$$
f=\sum_{j=0}^{J-1}\frac{h_j(z)}{2+j-\kappa}+\int_0^1t^{1-\kappa}\Big[h-\sum_{j<J}h_jt^j\Big]dt+\int_1^\infty t^{1-\kappa}h\,dt. \tag{15}
$$

This converges for $\kappa<J+2$ and is analytic in $\kappa$ apart from the poles shown, so (13) continues to hold. At large $z$ the coefficients and the Taylor remainder grow no faster than a power of $z$, so $u_>$ still decays.

Near $\kappa=n\ge2$ the term $j=n-2$ dominates. Its value at $z=0$ is a binomial coefficient:

$$
f\simeq\frac{h_{n-2}(z)}{n-\kappa},\qquad h_{n-2}(0)=\binom{n+1}{n-2}=\frac{n(n^2-1)}6. \tag{16}
$$

At $\kappa=1$ the integral (14) converges and there is no pole, hence no $n=1$ line.

**Residue.** As $z\to0$, the last integral in (15) is dominated by large $t$, where its integrand is $t^2e^{-zt}$. Therefore $f\to2/z^3$, $u_>\to\kappa^3/(4r)$ and $A=\kappa^3/4$. The coefficient of $r^2r'^2$ in the singular part of $g$ is

$$
\frac{1}{3A}\,\frac{n(n^2-1)}{6(n-\kappa)}=\frac{2(n^2-1)}{9n^2}\,\frac1{n-\kappa}.
$$

Near the pole $\epsilon_n-\epsilon=1/\kappa^2-1/n^2\simeq2(n-\kappa)/n^3$, so $1/(n-\kappa)\simeq(2/n^3)/(\epsilon_n-\epsilon)$. Comparison with (12) gives

$$
C_n^2=\frac{2(n^2-1)}{9n^2}\cdot\frac2{n^3}=\frac{4(n^2-1)}{9n^5},
$$

in agreement with (11). Inserting it in (8) gives (1).

## A worked example

Take the round model parameters $E_g=2$ eV, $\mu=0.4m$, $\varepsilon_b=8$ and $|\mathbf q|=1$. With $e^2=1.43997$ eV nm and $\hbar^2/m=0.0762$ eV nm$^2$,

$$
a=\frac{0.0762\times8}{0.4\times1.43997}=1.0584\ \text{nm},\qquad
Ry=\frac{0.4\times1.43997^2}{2\times0.0762\times8^2}=0.0850\ \text{eV}.
$$

The dark $n=1$ exciton lies at 1.9150 eV. The first line is $n=2$, at $2-0.0850/4=1.9787$ eV. Integrating (1) over $\hbar\omega$ replaces $1/\omega^2$ by $\hbar^2/E_n^2$, and the area of this line is

$$
S_2=\frac{8\pi}{3}\,\frac{1.43997\times0.0762^2}{1.9787^2\times1.0584^5}\times\frac3{32}\ \text{eV}\approx1.26\ \text{meV}.
$$

The $n=3$ line lies at 1.9906 eV and has an area of 0.438 meV. The area ratio is 0.347, against 0.351 for the pure weights. The difference is the factor $(E_2/E_3)^2$: the law $(n^2-1)/n^5$ belongs to the squared matrix element, and the areas in $\varepsilon_2$ follow it up to $1/E_n^2$. The absolute areas are much less secure than their ratio. About 17 % of $M_X$ comes from $k>\sqrt{E_g/Ry}/a=4.85/a$, where the kinetic energy of the pair exceeds the gap and neither (3) nor (4) can be trusted. The position form of the matrix element, which multiplies $\mathbf p_{cv}(\mathbf k)$ by $E_n/(E_g+\hbar^2k^2/2\mu)$, gives 0.734 and 0.255 meV with the same envelopes, while the ratio moves only to 0.3475.

The spacing of these two lines is 11.8 meV, which is $(1/4-1/9)Ry=5Ry/36$. Labelling them $n=1$ and $n=2$ would equate it to $3Ry/4$ and give a Rydberg of 15.7 meV instead of 85.0 meV.

The weights sum to $\sum_n(n^{-3}-n^{-5})=\zeta(3)-\zeta(5)=0.1651$, where the $n=1$ terms cancel. The $n=2$ line carries 56.8 % of this total. The numerical check also diagonalizes the radial problem and compares the gradient rule with a direct sum over $\mathbf k$ in a two-dimensional model crystal. That test uses a narrow odd Gaussian envelope, of width 0.002 in units of the shorter reciprocal-lattice vector, not a hydrogenic one; for it the two differ by 0.26 % of the sum. The bands used are the lowest and the fifth, not a band edge, and the test checks only the limit of small $\mathbf k$. In that crystal the difference grows at first as the square of the width and reaches 20 % at width 0.02 and 60 % at 0.04. The $n=2$ envelope of the example has $1/(2a)\approx0.04$ in these units for a lattice constant of 0.5 nm.

## What each derivation assumes

Both derivations rest on the linear matrix element (3) and the hydrogenic equation (4). They differ in what they need from the Coulomb problem.

The first needs normalized bound states and the factorization of $H_0+1$ and $H_1+1$ by one operator, which uses the specific form $-2/r$. It explains the factor $n^2-1$ as the norm left after raising an $s$ state, with $n=1$ annihilated.

The second needs no normalization integral. It needs the eigenfunction expansion behind (12) and the continuation of (14) in energy. The factor $n^2-1$ comes from a binomial coefficient, and the missing line is a missing pole. The construction of $g$ from a regular and a decaying solution carries over to other central potentials that are less singular than $1/r^2$ at the origin and vanish at infinity. The two solutions may then have to be found numerically, and the weights change.

Neither derivation can repair a failure of the shared model:

- If the exciton radius approaches the lattice constant, parabolic bands, static screening and the linear form (3) all become doubtful. For the line strengths the error is already of first order in the lattice constant over $a$, and it does not shrink with $n$. In a polar crystal static screening also needs $Ry$ below the optical phonon energy. For the example, a Haken potential with $\varepsilon_\infty=6.5$, masses $m$ and $2m/3$, and phonon energies of 80 and 20 meV raises $C_2^2$ by 36 % and 78 % and lowers the weight ratio of $n=3$ to $n=2$ from 0.351 to 0.346 and 0.325.
- Degenerate band edges require an envelope with several components.
- If $\mathbf p_{cv}(0)$ vanishes only by accident and no symmetry forces it, terms even in $\mathbf k$ can survive the sum over an $s$ envelope, and $s$ excitons can then absorb. If a point symmetry other than inversion forces the zero, an $s$ envelope is invariant under it, the sum over $\mathbf k$ obeys the same constraint as $\mathbf p_{cv}(0)$, and $s$ excitons stay dark.
- Electric-quadrupole and phonon-assisted absorption lie outside (2), so a weak feature at or near $E_1$ does not contradict (1). Phonon-assisted absorption is displaced from $E_1$ by a phonon energy. In a cubic crystal with non-degenerate bands the quadrupole element of an $s$ exciton vanishes for transverse light, because the symmetry-allowed second-rank tensor is proportional to $\delta_{ij}$ or zero.
- The spacing of neighbouring lines falls as $2Ry/n^3$ at large $n$, so any fixed broadening merges the upper lines.

Absorption above $E_g$ requires the continuum states, which are not treated here.

## Computed values

```
Crystal test: forbidden edge, even envelope, relative sum = 5.7e-14
Crystal test: allowed edge, even envelope, relative sum = 1.0000
Crystal test: gradient rule, relative error = 2.6e-03
2p k sum over gradient at origin = 0.9992
2p amplitude, fitted power of k at large k = -4.950
Gap Eg = 2.000 eV
Reduced mass = 0.40 m
Screening constant = 8.0
Coupling |q| = 1.0
e^2 = 1.439965 eV nm
hbar^2/m = 0.0761996 eV nm^2
Exciton Bohr radius a = 1.0584 nm
Exciton Rydberg Ry = 85.036 meV
n=1: E_n = 1.91496 eV, weight = 0.000000
n=2: E_n = 1.97874 eV, weight = 0.093750
n=3: E_n = 1.99055 eV, weight = 0.032922
n=4: E_n = 1.99469 eV, weight = 0.014648
n=5: E_n = 1.99660 eV, weight = 0.007680
n=2: C_n^2 from diagonalization = 0.0416667 (units a^-5)
n=3: C_n^2 from diagonalization = 0.0146319 (units a^-5)
n=4: C_n^2 from diagonalization = 0.0065104 (units a^-5)
n=5: C_n^2 from diagonalization = 0.0034133 (units a^-5)
n=1: line area in eps2 = 0.00000 meV
n=2: line area in eps2 = 1.26303 meV
n=3: line area in eps2 = 0.43829 meV
n=4: line area in eps2 = 0.19421 meV
n=5: line area in eps2 = 0.10162 meV
n=3 over n=2: weight ratio = 0.35117, area ratio = 0.34701
n=4 over n=2: weight ratio = 0.15625, area ratio = 0.15376
n=5 over n=2: weight ratio = 0.08192, area ratio = 0.08046
Total weight zeta(3)-zeta(5) = 0.165129
Share of n=2 in total weight = 56.77 %
```
